**Two-pulse recovery of a critical current, and its limits**

For pulses of 60 µA, 5 ns and 90 µA, 2 ns, the law $1/t=(I-I_c)/Q$ gives a critical current $I_c=40$ µA and a dynamic charge $Q=100$ fC. Here $I$ is the current and $t$ the pulse length for 50 percent switching. The program asserts that the closed formulas agree with a direct linear solution, and their error slopes with finite differences. It also asserts that the switching integral of a uniform magnet agrees with quadrature and with the full vector equation of motion, and that a small angle decays at 0.9 and grows at 1.1 times the instability current. The thermal solver is compared at 60 µA with random trajectories, within 3 percent, and with a finer grid, within 1 percent. For the example disc, the output shows that the linear law overestimates the switching times. Refitting the two given times yields an instability current of 45 µA without thermal agitation during the pulse and 57 µA with it, at a fixed ratio of energy barrier to $kT$.

## Verification by program

```python
"""
Result under test: if 1/t = (I - Ic)/Q, the pulses (60 uA, 5 ns) and
(90 uA, 2 ns) give Ic = 40 uA and Q = 100 fC (1 uA ns = 1 fC).
I: current; t: pulse length for 50 percent switching; Ic: critical current;
Q: dynamic charge, the charge passed in excess of Ic*t.
The law is compared with a uniform perpendicular magnet under spin torque:
d(theta)/ds = sin(theta)*(i - cos(theta)), i = I/Ic, s = rate*t,
rate = damping * anisotropy frequency, Delta = energy barrier / kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import exprel

# ---------- recovery of the two parameters ----------
I1, t1, I2, t2 = 60.0, 5.0, 90.0, 2.0            # uA, ns


def solve_law(time1, time2):
    """Solve I = Ic + Q/t as two linear equations."""
    matrix = np.array([[1.0, 1.0 / time1], [1.0, 1.0 / time2]])
    return np.linalg.solve(matrix, np.array([I1, I2]))


Ic = (I1 * t1 - I2 * t2) / (t1 - t2)
Q = (I2 - I1) * t1 * t2 / (t1 - t2)
assert np.allclose(solve_law(t1, t2), [Ic, Q], rtol=1e-12)
assert abs(Ic - 40.0) < 1e-10                    # value claimed in the topic

slopes = np.array([
    [(I1 - Ic) / (t1 - t2), -(I2 - Ic) / (t1 - t2)],
    [-(I2 - I1) * t2**2 / (t1 - t2)**2, (I2 - I1) * t1**2 / (t1 - t2)**2]])
h = 1e-5
numeric_slopes = np.column_stack([
    (solve_law(t1 + h, t2) - solve_law(t1 - h, t2)) / (2 * h),
    (solve_law(t1, t2 + h) - solve_law(t1, t2 - h)) / (2 * h)])
assert np.allclose(slopes, numeric_slopes, rtol=1e-6)
timing_error = 0.05
Ic_error, Q_error = np.sqrt(
    ((slopes * timing_error * np.array([t1, t2]))**2).sum(axis=1))

# ---------- example disc, rough typical values ----------
diameter, thickness = 32e-9, 1.5e-9              # m
Ms, BK, damping, eta, T = 1.0e6, 0.4, 0.016, 0.6, 300.0
muB = const.physical_constants["Bohr magneton"][0]
gyro = 2 * muB / const.hbar                      # g = 2
area = np.pi * diameter**2 / 4
volume = area * thickness
omega = gyro * BK
rate = damping * omega * 1e-9                    # 1/ns
J = Ms * volume / gyro                           # angular momentum, J s
Delta = 0.5 * Ms * BK * volume / (const.k * T)
theta0 = np.sqrt(np.log(2) / Delta)
log_factor = np.log(2 / theta0)
Ic_disc = 2 * const.e * J * damping * omega / (const.hbar * eta) * 1e6
Q_disc = 2 * const.e * J / (const.hbar * eta) * log_factor * 1e15


def reduced_time(i, start):
    """Closed form of the noiseless time to the equator, times rate."""
    u = np.cos(start)
    one_minus_u = 2 * np.sin(start / 2)**2
    return (-np.log(one_minus_u) / (2 * (i - 1))
            + np.log(1 + u) / (2 * (i + 1))
            + np.log((i - u) / i) / (i * i - 1))


for i in (1.5, 2.25):
    integral = quad(lambda a: 1 / (np.sin(a) * (i - np.cos(a))),
                    theta0, np.pi / 2, epsabs=1e-11)[0]
    assert abs(integral / reduced_time(i, theta0) - 1) < 1e-8
    small = 1e-3
    # substitution angle = exp(x) resolves the logarithmic growth
    integral = quad(lambda x: np.exp(x) / (np.sin(np.exp(x))
                    * (i - np.cos(np.exp(x)))),
                    np.log(small), np.log(np.pi / 2), epsabs=1e-10)[0]
    two_terms = (np.log(2 / small) / (i - 1)
                 - np.log(2 * i / (i - 1)) / (i * i - 1))
    assert abs(integral - two_terms) < 1e-5      # neglected terms ~ small**2


def vector_motion(current_uA, duration_ns):
    """Full vector equation of motion with precession, damping and torque."""
    torque = const.hbar * eta * current_uA * 1e-6 / (2 * const.e * J) * 1e-9
    w = omega * 1e-9

    def velocity(_, m):
        x, y, z = m
        # -m x B (B along z) plus torque * m x (m x z)
        n = np.array([-w * z * y + torque * x * z,
                      w * z * x + torque * y * z,
                      torque * (z * z - 1)])
        cross = np.array([y * n[2] - z * n[1],
                          z * n[0] - x * n[2],
                          x * n[1] - y * n[0]])
        return (n + damping * cross) / (1 + damping**2)

    def equator(_, m):
        return m[2]
    equator.terminal = True
    return solve_ivp(velocity, (0, duration_ns),
                     [np.sin(theta0), 0.0, np.cos(theta0)],
                     method="DOP853", rtol=1e-8, atol=1e-10, events=equator)


for current in (I1, I2):
    crossing = vector_motion(current, 20.0).t_events[0][0]
    predicted = reduced_time(current / Ic_disc, theta0) / rate
    assert abs(crossing / (predicted * (1 + damping**2)) - 1) < 1e-4
below = vector_motion(0.9 * Ic_disc, 2.0).y[2, -1]
above = vector_motion(1.1 * Ic_disc, 2.0).y[2, -1]
assert below > np.cos(theta0) > above            # decay below, growth above


# ---------- thermal agitation during the pulse ----------
def thermal_time(i, barrier, cells=300, step=0.05):
    """Reduced pulse length that puts half the ensemble past the equator."""
    angle = np.linspace(0, np.pi, cells + 1)
    edge = np.cos(angle)
    u = np.cos(0.5 * (angle[1:] + angle[:-1]))
    width = edge[:-1] - edge[1:]
    potential = 2 * barrier * (i * u - u * u / 2)
    jump = np.diff(potential)
    conductance = (1 - edge[1:-1]**2) / (2 * barrier * (u[:-1] - u[1:]))
    forward = conductance / exprel(jump) / width[:-1]
    backward = conductance / exprel(-jump) / width[1:]
    generator = np.diag(forward, -1) + np.diag(backward, 1)
    generator -= np.diag(generator.sum(axis=0))
    propagator = expm(generator * step)
    p = np.where(u > 0, width * np.exp(barrier * (u * u - 1)), 0.0)
    p /= p.sum()
    half = cells // 2
    old = p[half:].sum()
    for k in range(1, 20001):
        p = propagator @ p
        new = p[half:].sum()
        if new >= 0.5:
            return step * (k - 1 + (0.5 - old) / (new - old))
        old = new
    raise RuntimeError("half switching not reached")


def random_trajectories(i, barrier, walkers=16000, step=0.005):
    """Same median time from random walks of unit vectors."""
    rng = np.random.default_rng(7)
    grid = np.linspace(0, 1, 20001)
    density = np.exp(barrier * (grid**2 - 1))
    cumulative = np.concatenate(
        ([0.0], np.cumsum(0.5 * (density[1:] + density[:-1]))))
    z = np.interp(rng.random(walkers), cumulative / cumulative[-1], grid)
    m = np.array([np.sqrt(1 - z * z), np.zeros(walkers), z])
    for k in range(1, 4001):
        pull = i - m[2]
        change = pull * m[2] * m * step
        change[2] -= pull * step
        m = m + change + np.sqrt(step / barrier) * rng.normal(size=m.shape)
        m /= np.sqrt((m * m).sum(axis=0))
        if np.mean(m[2] < 0) >= 0.5:
            return k * step
    raise RuntimeError("half switching not reached")


i1, i2 = I1 / Ic_disc, I2 / Ic_disc
thermal1, thermal2 = thermal_time(i1, Delta), thermal_time(i2, Delta)
walk1 = random_trajectories(i1, Delta)
# 3 percent covers sampling noise and the finite time step of the walks
assert abs(walk1 / thermal1 - 1) < 0.03
assert abs(thermal_time(i1, Delta, cells=600) / thermal1 - 1) < 0.01

# ---------- same two times refitted with the full magnet equation ----------
Ic_quiet = brentq(lambda c: reduced_time(I1 / c, theta0)
                  / reduced_time(I2 / c, theta0) - t1 / t2, 40.0, 55.0)
Ic_thermal = brentq(lambda c: thermal_time(I1 / c, Delta)
                    / thermal_time(I2 / c, Delta) - t1 / t2,
                    40.0, 80.0, xtol=1e-3)
rate_thermal = thermal_time(I2 / Ic_thermal, Delta) / t2
damping_thermal = rate_thermal / (omega * 1e-9)
eta_thermal = (2 * const.e * J * rate_thermal * 1e9
               / (const.hbar * Ic_thermal * 1e-6))
I3 = 50.0
law3 = Q / (I3 - Ic)
thermal3 = thermal_time(I3 / Ic_thermal, Delta) / rate_thermal

# ---------- electrical stress and heating, crude estimates ----------
RA, barrier_nm = 5.0, 1.0                        # ohm um2, nm
path_nm, conductivity = 30.0, 20.0               # each side; W/(m K)
resistance = RA * 1e-12 / area
voltage = I2 * 1e-6 * resistance
field = voltage / (barrier_nm * 1e-7) / 1e6      # MV/cm
power = I2 * 1e-6 * voltage
heating = power * path_nm * 1e-9 / (2 * conductivity * area)

print(f"Pulse 1: current {I1:.0f} uA, time {t1:.0f} ns")
print(f"Pulse 2: current {I2:.0f} uA, time {t2:.0f} ns")
print(f"Inverse times: {1/t1:.2f} and {1/t2:.2f} 1/ns")
print(f"Recovered critical current: {Ic:.2f} uA")
print(f"Recovered dynamic charge: {Q:.2f} fC")
print(f"Dynamic charge in electrons: {Q*1e-15/const.e:.4e}")
print(f"Excess charge, pulses 1 and 2: {(I1-Ic)*t1:.1f}, {(I2-Ic)*t2:.1f} fC")
print(f"Total charge, pulses 1 and 2: {I1*t1:.1f}, {I2*t2:.1f} fC")
print(f"Assumed timing error of each pulse: {100*timing_error:.0f} percent")
print(f"Slopes of Ic with t1, t2: {slopes[0,0]:.3f}, {slopes[0,1]:.3f} uA/ns")
print(f"Slopes of Q with t1, t2: {slopes[1,0]:.3f}, {slopes[1,1]:.3f} fC/ns")
print(f"Resulting errors: Ic {Ic_error:.2f} uA, Q {Q_error:.2f} fC")
print(f"Disc: diameter {diameter*1e9:.0f} nm, thickness {thickness*1e9:.1f} nm")
print(f"Disc: magnetization {Ms/1e3:.0f} kA/m, anisotropy field {BK:.1f} T")
print(f"Disc: damping {damping:.3f}, efficiency {eta:.1f}, T {T:.0f} K")
print(f"Disc angular momentum: {J/const.hbar:.3e} hbar")
print(f"Anisotropy frequency: {omega*1e-9:.2f} rad/ns")
print(f"Damping rate: {rate:.4f} 1/ns")
print(f"Barrier over kT: {Delta:.2f}")
print(f"Median starting angle: {theta0:.4f} rad")
print(f"Logarithm ln(2/theta0): {log_factor:.3f}")
print(f"Disc prediction: Ic {Ic_disc:.2f} uA, leading-log Q {Q_disc:.1f} fC")
for current, hot in ((I1, thermal1), (I2, thermal2)):
    i = current / Ic_disc
    print(f"Disc at {current:.0f} uA, linear law: "
          f"{log_factor/(i-1)/rate:.3f} ns")
    print(f"Disc at {current:.0f} uA, full noiseless integral: "
          f"{reduced_time(i, theta0)/rate:.3f} ns")
    print(f"Disc at {current:.0f} uA, with agitation: {hot/rate:.3f} ns")
print(f"Random-walk check at {I1:.0f} uA: {walk1/rate:.3f} ns")
print(f"Refit of 5 and 2 ns, noiseless magnet: Ic {Ic_quiet:.1f} uA")
print(f"Refit of 5 and 2 ns, with agitation: Ic {Ic_thermal:.1f} uA")
print(f"Agitated refit: damping {damping_thermal:.4f}, "
      f"efficiency {eta_thermal:.3f}")
print(f"Third pulse at {I3:.0f} uA, linear law: {law3:.1f} ns")
print(f"Third pulse at {I3:.0f} uA, agitated refit: {thermal3:.1f} ns")
print(f"Junction: RA {RA:.0f} ohm um2, barrier {barrier_nm:.1f} nm")
print(f"Junction resistance: {resistance/1e3:.2f} kohm")
print(f"At {I2:.0f} uA: voltage {voltage:.3f} V, field {field:.2f} MV/cm")
print(f"Heat path: {path_nm:.0f} nm each side, {conductivity:.0f} W/(m K)")
print(f"At {I2:.0f} uA: power {power*1e6:.1f} uW, "
      f"steady heating about {heating:.0f} K")
print("OK")
```

Output:

```
Pulse 1: current 60 uA, time 5 ns
Pulse 2: current 90 uA, time 2 ns
Inverse times: 0.20 and 0.50 1/ns
Recovered critical current: 40.00 uA
Recovered dynamic charge: 100.00 fC
Dynamic charge in electrons: 6.2415e+05
Excess charge, pulses 1 and 2: 100.0, 100.0 fC
Total charge, pulses 1 and 2: 300.0, 180.0 fC
Assumed timing error of each pulse: 5 percent
Slopes of Ic with t1, t2: 6.667, -16.667 uA/ns
Slopes of Q with t1, t2: -13.333, 83.333 fC/ns
Resulting errors: Ic 2.36 uA, Q 8.98 fC
Disc: diameter 32 nm, thickness 1.5 nm
Disc: magnetization 1000 kA/m, anisotropy field 0.4 T
Disc: damping 0.016, efficiency 0.6, T 300 K
Disc angular momentum: 6.504e+04 hbar
Anisotropy frequency: 70.35 rad/ns
Damping rate: 1.1256 1/ns
Barrier over kT: 58.25
Median starting angle: 0.1091 rad
Logarithm ln(2/theta0): 2.909
Disc prediction: Ic 39.10 uA, leading-log Q 101.0 fC
Disc at 60 uA, linear law: 4.834 ns
Disc at 60 uA, full noiseless integral: 3.696 ns
Disc at 60 uA, with agitation: 2.881 ns
Disc at 90 uA, linear law: 1.985 ns
Disc at 90 uA, full noiseless integral: 1.725 ns
Disc at 90 uA, with agitation: 1.532 ns
Random-walk check at 60 uA: 2.896 ns
Refit of 5 and 2 ns, noiseless magnet: Ic 45.2 uA
Refit of 5 and 2 ns, with agitation: Ic 56.9 uA
Agitated refit: damping 0.0219, efficiency 0.563
Third pulse at 50 uA, linear law: 10.0 ns
Third pulse at 50 uA, agitated refit: 11.1 ns
Junction: RA 5 ohm um2, barrier 1.0 nm
Junction resistance: 6.22 kohm
At 90 uA: voltage 0.560 V, field 5.60 MV/cm
Heat path: 30 nm each side, 20 W/(m K)
At 90 uA: power 50.4 uW, steady heating about 47 K
OK
```
